\section*{Electronic onset and ionic red shift in Car–Parrinello dynamics}

\section{Definitions and conventions}

Atomic units are used. There are $N$ real orthonormal orbitals $\psi_i$, all with the same occupation $f$, and at first a single ionic coordinate $X$ with mass $M$. The energy $E[\psi,X]$ includes the ion-ion term. The Car--Parrinello Lagrangian is
\begin{equation}
L=\tfrac12M\dot X^2+\tfrac12\mu f\sum_i\langle\dot\psi_i|\dot\psi_i\rangle-E[\psi,X]
+\sum_{ij}\Lambda_{ij}\big(\langle\psi_i|\psi_j\rangle-\delta_{ij}\big),
\label{L}
\end{equation}
with symmetric multipliers $\Lambda_{ij}$. The orbitals are normalized, so $\mu$ has the dimension energy times time squared, and its atomic unit is $m_ea_0^2$. For doubly occupied orbitals the fictitious kinetic energy is $\mu\sum_i\langle\dot\psi_i|\dot\psi_i\rangle$.

At the equilibrium $X_0$ the ground-state orbitals $\phi_i$ have energies $\varepsilon_i$. Indices $i,j$ denote occupied orbitals and $a,b$ empty ones. The gap $E_{\rm gap}$ is the smallest $\varepsilon_a-\varepsilon_i$ and is assumed positive. The projector on the occupied space is $P=\sum_i|\phi_i\rangle\langle\phi_i|$.

\section{Electrons with the ion held fixed}

\subsection{One orbital and two levels}

Let the Hamiltonian $H$ be independent of the orbitals, and let one orbital move between two levels separated by $\Delta$:
\[
\psi=\cos\theta\,\phi_0+\sin\theta\,\phi_1 .
\]
This form is normalized for every $\theta$. It gives $\langle\dot\psi|\dot\psi\rangle=\dot\theta^2$ and
\[
E=f(\varepsilon_0\cos^2\theta+\varepsilon_1\sin^2\theta)=f\varepsilon_0+f\Delta\sin^2\theta .
\]
The equation of motion is $\mu f\ddot\theta=-f\Delta\sin2\theta$. For small $\theta$ it becomes $\ddot\theta=-(2\Delta/\mu)\theta$, so
\begin{equation}
\omega=\sqrt{2\Delta/\mu}.
\label{two}
\end{equation}
The 2 appears because the energy is $f\Delta\theta^2$, without the factor $\tfrac12$ that the kinetic energy carries. The occupation cancels because it multiplies both terms. If the kinetic term is instead written $\tfrac12\mu'\sum_i\langle\dot\psi_i|\dot\psi_i\rangle$, then $\mu'=f\mu$ and $\omega=\sqrt{2f\Delta/\mu'}$.

This is a fictitious frequency: it varies as the square root of the level spacing, whereas the Schr\"odinger equation gives a frequency $\Delta$. As $\Delta\to0$ the restoring force disappears.

\subsection{Many orbitals}

To second order, orthonormal orbitals near the ground state can be written
\begin{equation}
\psi_i=\phi_i+\sum_ac_{ai}\phi_a-\tfrac12\sum_j(c^Tc)_{ji}\phi_j .
\label{param}
\end{equation}
The overlap $\langle\psi_i|\psi_j\rangle$ receives $(c^Tc)_{ij}$ from the empty orbitals and $-2\cdot\tfrac12(c^Tc)_{ij}$ from the last term, so it stays $\delta_{ij}$ to this order. Since $H$ is diagonal in the $\phi$'s,
\begin{align}
E&=f\sum_i\Big[\varepsilon_i+\sum_a\varepsilon_ac_{ai}^2-\varepsilon_i(c^Tc)_{ii}\Big]\nonumber\\
&=E_0+f\sum_{ai}(\varepsilon_a-\varepsilon_i)c_{ai}^2 .
\end{align}
The kinetic energy is $\tfrac12\mu f\sum_{ai}\dot c_{ai}^2$, because the velocity of the last term in (\ref{param}) is already quadratic. Each $c_{ai}$ is therefore an independent oscillator with
\begin{equation}
\omega_{ai}=\sqrt{\frac{2(\varepsilon_a-\varepsilon_i)}{\mu}},\qquad
\omega_{\min}=\sqrt{\frac{2E_{\rm gap}}{\mu}} .
\label{onset}
\end{equation}

Equation (\ref{param}) leaves out rotations of the occupied orbitals among themselves. They cost no energy and have zero frequency, so (\ref{onset}) is the start of the nonzero spectrum. To see that they can be left out, take the equation of motion
\[
\mu f\ddot\psi_i=-2fH\psi_i+2\sum_j\Lambda_{ij}\psi_j .
\]
Because $H$ and $\Lambda$ are symmetric,
\begin{align}
\frac{d}{dt}\big(\langle\psi_i|\dot\psi_j\rangle-\langle\psi_j|\dot\psi_i\rangle\big)
&=\langle\psi_i|\ddot\psi_j\rangle-\langle\psi_j|\ddot\psi_i\rangle\nonumber\\
&=\frac{2}{\mu f}\big[-fH_{ij}+\Lambda_{ji}+fH_{ji}-\Lambda_{ij}\big]=0 .
\end{align}
Orthonormality adds $\langle\psi_i|\dot\psi_j\rangle+\langle\psi_j|\dot\psi_i\rangle=0$. For orbitals that start at rest both combinations vanish, hence
\begin{equation}
\langle\psi_i|\dot\psi_j\rangle=0
\label{parallel}
\end{equation}
at all later times. The argument also holds when the ion moves and when $H$ depends on the density. It uses the equal occupations.

\subsection{A self-consistent energy}

If part of the energy depends on the density $n$, its first derivative is contained in $H$, and its second derivative is a kernel $K(r,r')$. With $\delta n=2f\sum_{ai}c_{ai}\phi_a\phi_i$, the additional energy is
\[
\tfrac12\iint\delta n\,K\,\delta n=2f^2\,c^T\!Kc,\qquad
K_{ai,bj}=\iint\phi_a\phi_i\,K\,\phi_b\phi_j .
\]
Here $c$ is read as one vector with the double index $ai$. Therefore
\begin{equation}
E_2=f\,c^T\!Ac,\qquad A=\Delta+2fK,\qquad \omega_n^2=\frac{2\lambda_n}{\mu},
\label{A}
\end{equation}
where $\Delta$ is now the diagonal matrix of $\varepsilon_a-\varepsilon_i$ and $\lambda_n>0$ are the eigenvalues of $A$. For $K\to0$ this returns to (\ref{onset}). For a self-consistent functional $\sqrt{2E_{\rm gap}/\mu}$ is thus an estimate, and the onset is $\sqrt{2\lambda_{\min}/\mu}$. A positive semidefinite $K$ cannot lower the onset below the gap estimate; a kernel without definite sign gives no such guarantee.

\section{A moving ion drags its orbitals}

\subsection{One orbital carried rigidly}

Suppose an atom in one dimension carries one orbital without deformation, $\psi(x,t)=\phi(x-X(t))$. Then $\dot\psi=-\dot X\phi'$, and the fictitious kinetic energy is
\[
\tfrac12\mu f\,\dot X^2\!\int(\phi')^2dx=\tfrac12\mu G\dot X^2,\qquad
G=f\!\int(\phi')^2dx=2T,
\]
where $T=\tfrac12f\int(\phi')^2dx$ is the electronic kinetic energy. The ion moves as if its mass were $M+\mu G$. In three dimensions a single $s$ orbital has one third of $\int|\nabla\phi|^2$ along the direction of motion, so $G=\tfrac23T$.

\subsection{Orbitals that also deform}

Let $x=X-X_0$, and let $V$ be the electron-ion potential. Moving the ion changes the energy of the density $\delta n$ by $x\int\delta n\,\partial_XV$. To second order the energy is
\begin{equation}
E_2=\tfrac12k_{\rm b}x^2+2fx\,v^Tc+f\,c^T\!Ac,\qquad
v_{ai}=\langle\phi_a|\partial_XV|\phi_i\rangle,
\end{equation}
where $k_{\rm b}$ is the curvature with frozen orbitals. Minimizing over $c$ gives $2fAc+2fxv=0$, so the adiabatic orbitals follow the ion with
\begin{equation}
c=gx,\qquad g=-A^{-1}v .
\end{equation}
To complete the square, use $Ag=-v$:
\[
f(c-gx)^TA(c-gx)=f\,c^T\!Ac+2fx\,v^Tc+fx^2\,v^T\!A^{-1}v .
\]
Hence
\begin{equation}
E_2=\tfrac12kx^2+f(c-gx)^TA(c-gx),\qquad k=k_{\rm b}-2f\,v^T\!A^{-1}v ,
\label{square}
\end{equation}
and $k$ is the Born--Oppenheimer force constant. If the orbitals follow adiabatically, $\dot c=g\dot x$ and the fictitious kinetic energy is $\tfrac12\mu G\dot x^2$ with
\begin{equation}
G=f\,g^Tg=f\sum_i\langle\partial_X\phi_i|(1-P)|\partial_X\phi_i\rangle .
\label{G}
\end{equation}
The factor $1-P$ expresses (\ref{parallel}). The eigenfunctions $\phi_i(X)$ may rotate among themselves as $X$ changes, but Car--Parrinello orbitals started at rest do not take part in that rotation.

There is a convenient way to compute $G$. Let $S_{ij}=\langle\phi_i(X)|\phi_j(X+\delta)\rangle$. Then
\[
\sum_{ij}S_{ij}^2=N-\sum_j\langle\phi_j(X+\delta)|(1-P)|\phi_j(X+\delta)\rangle .
\]
Since $(1-P)\phi_j(X+\delta)=\delta\,(1-P)\partial_X\phi_j+O(\delta^2)$,
\begin{equation}
G=\lim_{\delta\to0}\frac{f}{\delta^2}\Big(N-\sum_{ij}S_{ij}^2\Big).
\label{overlap}
\end{equation}
Signs and rotations of the occupied orbitals drop out.

\subsection{The coupled vibration}

Adiabatic following is an approximation. The harmonic problem can be solved without it. From (\ref{square}),
\begin{align}
\mu\ddot c&=-2A(c-gx),\\
M\ddot x&=-kx+2f\,g^TA(c-gx).
\end{align}
For a mode of frequency $\omega$ the first equation reads $\mu\omega^2c=2A(c-gx)$. In the eigenbasis of $A$,
\begin{equation}
c_n=\frac{g_nx}{1-r_n},\qquad r_n=\frac{\mu\omega^2}{2\lambda_n}=\frac{\omega^2}{\omega_n^2}.
\label{lag}
\end{equation}
In the second equation $2A(c-gx)$ is replaced by $\mu\omega^2c$, which gives $-M\omega^2x=-kx+\mu\omega^2f\,g^Tc$. With $w_n=fg_n^2$, so that $\sum_nw_n=G$,
\begin{equation}
\omega^2\Big[M+\mu\sum_n\frac{w_n}{1-r_n}\Big]=k .
\label{secular}
\end{equation}

The left side increases with $\omega^2$ between its poles, which lie at the clamped-ion frequencies $\omega_n$ with $w_n\neq0$. One root lies below the first of these poles. There every $1/(1-r_n)$ with $w_n\ne0$ exceeds 1, so for $G>0$
\begin{equation}
\omega<\sqrt{\frac{k}{M+\mu G}}<\omega_0=\sqrt{k/M}.
\label{bound}
\end{equation}
In the harmonic problem the slow mode is thus red-shifted. Each further root lies above a pole: letting the ion move pushes the coupled electronic frequencies up.

For small $\mu$, insert $1/(1-r_n)\simeq1+\mu\omega_0^2/2\lambda_n$ and $k=M\omega_0^2$:
\[
\frac{\omega^2}{\omega_0^2}\simeq\Big[1+\frac{\mu G}{M}+\frac{\mu^2\omega_0^2}{2M}\sum_n\frac{w_n}{\lambda_n}\Big]^{-1}.
\]
The expansion $(1+z)^{-1/2}=1-\tfrac12z+\tfrac38z^2$ and $\omega_0^2=k/M$ then give
\begin{equation}
\frac{\omega}{\omega_0}=1-\frac{\mu G}{2M}
+\frac38\Big(\frac{\mu G}{M}\Big)^2-\frac{\mu^2k}{4M^2}\sum_n\frac{w_n}{\lambda_n}+O(\mu^3).
\label{series}
\end{equation}
The red shift is linear in $\mu$ at leading order. This needs both $\mu G\ll M$ and $\mu\omega_0^2\ll2\lambda_n$ for the excitations that contribute. If $\lambda_n$ goes to zero for an excitation with $w_n\neq0$ (for an orbital-independent $H$, when its level spacing closes), or if $\mu$ is so large that $\omega_0$ reaches the frequency $\omega_n$ of such an excitation, the second condition fails and a separate ionic mode with a slightly larger mass is no longer a valid description.

If the simulation uses the input mass $M-\mu G$, the bracket in (\ref{secular}) becomes $M+O(\mu^2)$. The linear shift cancels and the last term of (\ref{series}) remains. Since $G$ depends on $X$, a constant correction is tied to the geometry at which $G$ was computed.

\subsection{Several ions}

With $c=\sum_Ig_Ix_I$ the same kinetic energy gives the mass matrix
\begin{equation}
\mathcal M_{IJ}=M_I\delta_{IJ}+\mu G_{IJ},\qquad
G_{IJ}=f\sum_i\langle\partial_I\phi_i|(1-P)|\partial_J\phi_i\rangle .
\end{equation}
Let $e_0$ be a nondegenerate mode of the force-constant matrix $\mathcal K$, so that $\mathcal Ke_0=\omega_0^2Me_0$, and let $\mathcal Ke=\omega^2(M+\mu G)e$ be its dragged partner. Multiplying the second equation by $e_0^T$ and using the first gives $(\omega_0^2-\omega^2)\,e_0^TMe=\mu\omega^2e_0^TGe$. To leading order $e=e_0$, and
\begin{equation}
\frac{\delta\omega}{\omega_0}=-\frac{\mu}{2}\,\frac{e_0^TGe_0}{e_0^TMe_0}.
\end{equation}
For one ion this is the linear term of (\ref{series}).

\section{A model in numbers}

Two doubly occupied orbitals move in one dimension in the potential
\[
V=-2.0\,e^{-(x+1.25)^2/2}-1.6\,e^{-(x-X)^2/2}.
\]
The second well belongs to an ion of mass $M=10000\,m_e$. The ion-ion term is chosen so that $X_0=1.25$ bohr and $k=0.5$ hartree/bohr$^2$, hence $\omega_0=0.0070711$. The numerical check differentiates the constrained energy numerically in all coordinates and also runs the constrained dynamics.

\textbf{Onset.} The gap is 0.64471 hartree. For $\mu=400\,m_ea_0^2$,
\[
\sqrt{2\times0.64471/400}=0.05678 ,
\]
which is also the lowest clamped-ion frequency of the numerical energy surface. With the ion free to move it rises to 0.05727, in the direction required by (\ref{secular}). Adding a repulsive contact energy $\tfrac12u\int n^2dx$ with $u=0.3$ hartree bohr changes the gap to 0.558 hartree, but $\lambda_{\min}=0.679$ hartree. The gap estimate is then 0.0528, while the actual onset is 0.0583, 10\% higher.

\textbf{Red shift.} Without the contact term $G=0.7864$ bohr$^{-2}$. At $\mu=400$ the added mass is $400\times0.7864=315\,m_e$, and the linear shift is $-315/20000=-1.57\%$. The coupled modes give:
\begin{center}
\begin{tabular}{rcc}
$\mu$ ($m_ea_0^2$) & shift (\%) & linear term (\%)\\
50 & $-0.197$ & $-0.197$\\
100 & $-0.392$ & $-0.393$\\
200 & $-0.782$ & $-0.786$\\
400 & $-1.555$ & $-1.573$
\end{tabular}
\end{center}
With input mass $M-\mu G$ the shift at $\mu=400$ falls to $-0.02\%$.

\textbf{Trajectory.} The ion is released at rest, displaced by 0.002 bohr, with the orbitals in their ground state, at $\mu=400$ and $\Delta t=4$ a.u. Its frequency is 0.00696136; equation (\ref{secular}) gives 0.00696113. Without the factor $1-P$, $G$ would be 0.8489, and the predicted frequency would be lower by about $400\times0.0625/20000=0.12\%$. The trajectory excludes this, since it agrees with (\ref{secular}) to 0.003\%.

The ratio of fictitious to ionic kinetic energy along the run is 0.0326, slightly above $\mu G/M=0.0315$. Equation (\ref{lag}) accounts for the excess. In the slow mode the orbital velocities are larger than the adiabatic ones by $1/(1-r_n)$, which adds about $2r_n$ to the energy ratio. The start at $c=gx$ instead of $gx/(1-r_n)$ also excites electronic oscillations of relative amplitude $r_n$ and frequency $\omega_n=\omega/\sqrt{r_n}$; their kinetic energy adds a relative amount $r_n^2/r_n=r_n$. At $\mu=100$ the last term of (\ref{series}) has size $1.20\times10^{-5}$ and its prefactor is $\mu^2k/4M^2=1.25\times10^{-5}$, so $\sum_nw_n/\lambda_n=0.96$. At $\mu=400$ the average of $r_n$ with weights $w_n$ is then $\tfrac12\mu\omega^2\times0.96/0.786=0.0097\times1.22=0.012$, so the expected excess is $3\times1.2\%=3.6\%$, as found.

\section{The time step}

For a mode of frequency $\omega$ the Verlet algorithm reads $x_{m+1}-2x_m+x_{m-1}=-\omega^2\Delta t^2x_m$. Inserting $x_m=\cos(\tilde\omega m\Delta t)$ gives
\begin{equation}
\sin\frac{\tilde\omega\Delta t}{2}=\frac{\omega\Delta t}{2},\qquad
\tilde\omega\simeq\omega\Big(1+\frac{\omega^2\Delta t^2}{24}\Big).
\end{equation}
The time step shifts the vibration to the blue, opposite to the drag. In the run above $(0.00696\times4)^2/24=3.2\times10^{-5}$, which matches the small difference between trajectory and secular equation.

A real $\tilde\omega$ requires $\Delta t<2/\omega_{\max}$, where $\omega_{\max}$ is the highest electronic frequency, $\sqrt{2\lambda_{\max}/\mu}$ for clamped ions; for an orbital-independent $H$ it belongs to the largest orbital-energy difference. It is finite only because the basis is finite, and it grows as the basis is refined. The model is represented on a grid of 33 points with spacing 0.5 bohr; without the contact term and at $\mu=400$ this grid gives $\omega_{\max}=0.3155$ and a limit of 6.34 a.u., or 0.153 fs. Since $\omega_{\max}\propto\mu^{-1/2}$, the limit grows as $\sqrt\mu$, while the red shift grows as $\mu$. Halving the red shift therefore costs a factor $\sqrt2$ in the number of steps.

\section{Hydrogen and deuterium molecules}

For nuclei at $\pm R/2$ the nuclear kinetic energy is $\tfrac12(m/2)\dot R^2$, so the reduced mass $m/2$ takes the place of $M$. Two free atoms, each with one electron and $T=\tfrac12$ hartree, have $G=\tfrac23\cdot\tfrac12=\tfrac13$ each. Each nucleus moves at $\dot R/2$, so for the coordinate $R$
\[
G_R=2\cdot\tfrac14\cdot\tfrac13=0.167\ \text{bohr}^{-2}.
\]
The molecule in the local-density approximation (LDA) with the cc-pVTZ basis gives, through (\ref{overlap}), $G_R=0.178$ bohr$^{-2}$ at its bond length of 1.447 bohr. The estimate from exact free atoms is 7\% smaller. Within the LDA itself the spin-polarized atom has $T=0.468$ hartree, which gives 0.156 bohr$^{-2}$, 13\% below the molecular value. The last digits depend on the basis: a larger uncontracted basis (12s6p2d per atom) gives $G_R=0.180$ bohr$^{-2}$ and a bond length of 1.446 bohr.

Take $\mu=100\,m_ea_0^2$. The added mass is $17.8\,m_e$, to be compared with a reduced mass of $918.1\,m_e$ in H$_2$:
\[
\frac{\omega}{\omega_0}=\Big(1+\frac{17.8}{918.1}\Big)^{-1/2}=0.9904 .
\]
The harmonic LDA frequency falls from 4184 to 4144 cm$^{-1}$, a shift of $-0.96\%$. In D$_2$ the reduced mass is $1835.2\,m_e$, and the frequency falls from 2960 to 2945 cm$^{-1}$, or $-0.48\%$. Doubling the nuclear mass halves the relative shift, as the linear law requires.

These values use $M+\mu G$ and omit the lag factors $1/(1-r_n)$. To judge the omission, take the continuum edge as the lowest empty level. At $R=1.45$ bohr the highest occupied LDA level lies 0.3725 hartree below it, so the estimated onset is $\sqrt{2\times0.3725/100}=0.0863$, or about 18900 cm$^{-1}$. Then $r_n\lesssim(4184/18900)^2=0.05$, and the lag would increase the added mass in H$_2$ by at most about 5\%. This is an estimate, because it replaces $\lambda_{\min}$ by an orbital-energy gap, and a generous one, because most of the weight $w_n$ lies at higher excitations. Summing over the eigenvectors of $A$ in the larger basis, the lag raises the added mass by about 1.5\% at $\mu=100$ and by about 6\% at $\mu=400$. The frequencies themselves are harmonic LDA values in a finite basis, without anharmonicity or correlation beyond LDA; the quantity of interest here is their relative change with $\mu$. The larger basis lowers the four frequencies by about 3 cm$^{-1}$ and changes the shifts to $-0.97\%$ and $-0.49\%$. All values refer to all-electron orbitals with one scalar $\mu$; pseudopotentials, or fictitious masses that depend on the wave vector, change the drag term, which must then be evaluated for the orbitals and masses actually used.

\section*{Computed values}
\begin{verbatim}
well depths fixed, moving: 2.0, 1.6 hartree
well positions: -1.25, 1.25 bohr; Gaussian width 1 bohr
grid: 33 points, spacing 0.5 bohr
ion mass M = 10000 m_e, k = 0.5 hartree/bohr^2
orbital energies 1-3 (hartree): [-1.64615 -1.14681 -0.5021 ]
gap = 0.64471 hartree
fictitious mass mu = 400 m_e a0^2
onset formula = 0.056776 a.u.
onset from energy Hessian = 0.056776 a.u.
onset with moving ion = 0.057267 a.u.
contact strength = 0.3 hartree bohr
contact model: gap = 0.55795 hartree
contact model: lowest A = 0.67901 hartree
contact: gap estimate = 0.052818 a.u.
contact: onset from Hessian = 0.058267 a.u.
drag G = 0.78644 bohr^-2
G without projector = 0.84890 bohr^-2
added mass mu G = 314.58 m_e
Born-Oppenheimer w0 = 0.00707107 a.u.
mu 50: w = 0.00705717 a.u., shift -0.1966 %, linear -0.1966 %
mu 100: w = 0.00704332 a.u., shift -0.3924 %, linear -0.3932 %
mu 200: w = 0.00701576 a.u., shift -0.7822 %, linear -0.7864 %
mu 400: w = 0.00696111 a.u., shift -1.5550 %, linear -1.5729 %
mu 100: square term = 2.319e-05, lag = 1.202e-05
mass-corrected shift, mu 400 = -0.0198 %
secular root, mu 400 = 0.00696113 a.u.
trajectory: dt = 4.0 a.u., amplitude = 0.002 bohr
trajectory frequency = 0.00696136 a.u.
fictitious/ionic kinetic energy = 0.03260
mu G/M = 0.03146
one-orbital atom: G = 0.88987, 2T = 0.88987 a.u.
highest electronic frequency = 0.31551 a.u.
Verlet limit = 6.3389 a.u. = 0.1533 fs
H2 LDA/cc-pVTZ: R_eq = 1.4475 bohr
H2: k = 0.33373 hartree/bohr^2
H2: G for bond length = 0.17838 bohr^-2
two free H atoms: G = 0.16667 bohr^-2
H2: mu = 100 m_e a0^2
H2: minus HOMO energy = 0.37254 hartree
H2: estimated onset = 18945 cm^-1
H2: reduced mass = 918.08 m_e
H2: w0 = 4184.5, dragged = 4144.4 cm^-1, shift -0.958 %
D2: reduced mass = 1835.24 m_e
D2: w0 = 2959.6, dragged = 2945.3 cm^-1, shift -0.482 %
\end{verbatim}
